# Hellmann-Feynman and Pulay forces for approximate density functionals

## A force that is more than half missing

Take methane with three C–H bonds of 2.05 bohr and one stretched to 2.30 bohr, treated with restricted Kohn-Sham theory in the local density approximation (Slater exchange, VWN correlation) and the 6-31G basis. The electron density and the other nuclei exert an electrostatic force of $-0.0210$ hartree/bohr on the stretched hydrogen, where negative means towards carbon. Moving this nucleus by $\pm0.001$ bohr, converging the energy anew each time and taking minus the slope gives a force of $-0.0537$ hartree/bohr. The electrostatic force misses 61% of this force.

The approximate functional is not the cause. If the hydrogens are given the p functions that are the exact derivatives of their s functions (constructed below) and the functional is kept, the electrostatic force becomes $-0.0531$ and the finite-difference force $-0.0538$ hartree/bohr. The missing part of the force is caused by the basis.

## Energy, conventions and assumptions

Atomic units are used. The nuclei are clamped at $\mathbf R_A$, with charges $Z_A$. The orbitals $\psi_i$ are real, spatial and orthonormal, with fixed occupations $f_i$ (here 2), so that $n=\sum_i f_i\psi_i^2$. The energy is

$$E=\sum_i f_i\langle\psi_i|-\tfrac12\nabla^2|\psi_i\rangle+\int v_R n\,d^3r+E_H[n]+E_{xc}[n]+E_{nn},$$

$$v_R(\mathbf r)=-\sum_B\frac{Z_B}{|\mathbf r-\mathbf R_B|},\qquad E_{nn}=\sum_{A<B}\frac{Z_AZ_B}{|\mathbf R_A-\mathbf R_B|}.$$

$E_{xc}$ may be any differentiable approximation that depends on the nuclear positions through $n$ alone. "Self-consistent" means that the orbitals make this same energy stationary. They then obey, within the chosen basis, the equations of

$$H=-\tfrac12\nabla^2+v_R+v_H+v_{xc},\qquad v_H=\frac{\delta E_H}{\delta n},\quad v_{xc}=\frac{\delta E_{xc}}{\delta n}.$$

The solution is assumed to follow the nuclei smoothly. The symbol $\partial$ denotes the derivative with respect to one Cartesian component of $\mathbf R_A$, and the force component is $F=-\partial E$.

## The derivative before any choice of basis

When the nucleus moves, both the external potential and the orbitals change. Since the kinetic operator is Hermitian and the orbitals are real, the kinetic energy changes by $2\sum_i f_i\langle\partial\psi_i|-\frac12\nabla^2|\psi_i\rangle$. The density changes by $\partial n=2\sum_i f_i\psi_i\,\partial\psi_i$, and by the definition of a functional derivative

$$\partial(E_H+E_{xc})=\int(v_H+v_{xc})\,\partial n\,d^3r.$$

The external energy contributes $\int n\,\partial v_R+\int v_R\,\partial n$. Collecting everything that contains $\partial\psi_i$ gives

$$\partial E=\int n\,\partial v_R\,d^3r+\partial E_{nn}+2\sum_i f_i\langle\partial\psi_i|H|\psi_i\rangle. \tag{1}$$

No derivative of $v_{xc}$ appears: the energy contains $E_{xc}$, whose first variation is already accounted for by $v_{xc}$ in $H$.

If the occupations changed as well, the same variation would add $\sum_i\epsilon_i\,\partial f_i$. The formulas below exclude that case.

## Complete basis: a purely electrostatic force

In a complete basis $H\psi_i=\epsilon_i\psi_i$ holds as an equation between functions, whatever $\partial\psi_i$ is. The last term of (1) becomes

$$2\sum_i f_i\epsilon_i\langle\partial\psi_i|\psi_i\rangle=\sum_i f_i\epsilon_i\,\partial\langle\psi_i|\psi_i\rangle=0,$$

because the norm stays equal to one. For the remaining terms, use $\nabla_{\mathbf R}|\mathbf r-\mathbf R|^{-1}=(\mathbf r-\mathbf R)/|\mathbf r-\mathbf R|^3$. The attraction carries a minus sign and the force a second one, so

$$\mathbf F_A^{HF}=Z_A\int n(\mathbf r)\frac{\mathbf r-\mathbf R_A}{|\mathbf r-\mathbf R_A|^3}d^3r+Z_A\sum_{B\ne A}Z_B\frac{\mathbf R_A-\mathbf R_B}{|\mathbf R_A-\mathbf R_B|^3}. \tag{2}$$

Electrons pull the nucleus towards themselves and other nuclei push it away. This is the electrostatic Hellmann-Feynman force. Exchange and correlation enter it through the density they produce. Equation (2) is minus the derivative of the approximate energy; errors of the functional reach the force through the density, and the force still agrees with the slope of that energy.

The same result holds in an incomplete basis that stays in place. Then $\partial\psi_i$ lies in the span of the basis, and the finite-basis equations $\langle\chi_m|H-\epsilon_i|\psi_i\rangle=0$ suffice to remove the last term.

This was tested in a one-dimensional model with four electrons, nuclear charges 4 and 2 at a separation of 2 bohr, and interactions softened over 1 bohr. Its functional is $E_{xc}=\int(-a n^2+b\,n'^2)dx$. Varying it and integrating the second term by parts gives $v_{xc}=-2an-2b\,n''$. With ten fixed basis functions, the softened analogue of (2) agrees with finite differences for three choices:

- $a=b=0$: $-0.5491$ hartree/bohr;
- $a=0.3$, $b=0.02$: $-0.3695$ hartree/bohr;
- $a=-0.1$, $b=0$, a local term of the opposite sign: $-0.5994$ hartree/bohr.

## What self-consistency protects

Suppose that the orbitals come from one functional, with potential $\tilde v_{xc}$, and the energy is evaluated with another. Equation (1) still holds for the evaluated energy, but its operator is now $H=\tilde H+\Delta v$, with $\Delta v=v_{xc}-\tilde v_{xc}$. In a fixed or complete basis the $\tilde H$ part vanishes as before, which leaves

$$F=F^{HF}-\int\Delta v\,\partial n\,d^3r.$$

In the model, take orbitals from $a=b=0$ and the energy from $a=0.3$, $b=0.02$. The electrostatic force is $-0.549$ and minus the slope of the energy is $-0.389$ hartree/bohr. The difference of 0.160 requires the density response $\partial n$, which a force evaluation normally avoids.

Incomplete convergence has a related effect. If the density matrix is built from orthonormal orbitals with the fixed occupations but is wrong by a small amount $\delta$, the energy error is of order $\delta^2$, because the energy is stationary under such variations. The force expression is not stationary, and its error is in general of order $\delta$. Forces therefore need tighter convergence than energies.

## Moving basis: the Pulay force

Now let $\psi_i=\sum_m c_{mi}\chi_m$, with real functions attached to the nuclei. Define

$$S_{mn}=\langle\chi_m|\chi_n\rangle,\quad H_{mn}=\langle\chi_m|H|\chi_n\rangle,\quad P_{mn}=\sum_i f_i c_{mi}c_{ni},\quad W_{mn}=\sum_i f_i\epsilon_i c_{mi}c_{ni}.$$

$W$ is the energy-weighted density matrix. The coefficients obey $Hc_i=\epsilon_iSc_i$ and $c_i^TSc_i=1$. An orbital changes in two ways:

$$\partial\psi_i=\sum_m(\partial c_{mi})\chi_m+\sum_m c_{mi}\,\partial\chi_m.$$

Insert this in the last term of (1):

$$2\sum_i f_i\langle\partial\psi_i|H|\psi_i\rangle=2\sum_i f_i(\partial c_i)^THc_i+2\sum_{mn}P_{mn}\langle\partial\chi_m|H|\chi_n\rangle. \tag{3}$$

Since $H_{mn}$ is symmetric, the first term on the right is $\mathrm{Tr}(H\,\partial P)$. It contains the unknown coefficient response, which normalization eliminates. The eigenvalue equation gives

$$\mathrm{Tr}(H\,\partial P)=2\sum_i f_i\epsilon_i(\partial c_i)^TSc_i.$$

Differentiating $c_i^TSc_i=1$ gives $2(\partial c_i)^TSc_i=-c_i^T(\partial S)c_i$. Hence

$$\mathrm{Tr}(H\,\partial P)=-\sum_i f_i\epsilon_i\,c_i^T(\partial S)c_i=-\mathrm{Tr}(W\,\partial S). \tag{4}$$

Finally $\partial S_{mn}=\langle\partial\chi_m|\chi_n\rangle+\langle\chi_m|\partial\chi_n\rangle$. Because $W$ is symmetric, the two pieces contribute equally, and $\mathrm{Tr}(W\,\partial S)=2\sum_{mn}W_{mn}\langle\partial\chi_m|\chi_n\rangle$. With the minus sign of the force,

$$F=F^{HF}+F^{Pulay},$$

$$F^{Pulay}=-2\sum_{mn}\left[P_{mn}\langle\partial\chi_m|H|\chi_n\rangle-W_{mn}\langle\partial\chi_m|\chi_n\rangle\right]. \tag{5}$$

For the stretched hydrogen the two parts, in hartree/bohr, are

$$F^{Pulay}=-0.1451+0.1123=-0.0327,$$

$$F=-0.0210-0.0327=-0.0537,$$

where the sums were formed before rounding. The total agrees with the finite-difference force and equals $-2.76$ eV/Å. Relation (4) was tested separately: differencing the converged density matrices gives $\mathrm{Tr}(H\,\partial P)=-0.1123$ hartree/bohr, the negative of the $W$ part of the force.

The two parts have no separate physical meaning. Adding a constant $k$ to $H$ changes the first matrix element by $k\langle\partial\chi_m|\chi_n\rangle$ and $W$ by $kP$, so the parts shift while their sum does not.

## Points for implementation

For atom-centred functions that do not rotate or change shape, $\partial\chi_m=-\nabla\chi_m$ if $\chi_m$ sits on atom $A$, and zero otherwise. The sum over $m$ in (5) thus runs over the functions on $A$, while $n$ runs over the whole basis. The operator $H$ contains the attraction to all nuclei, the full Hartree potential and $v_{xc}$.

For a closed shell $P=2CC^T$, with $C$ the matrix of occupied coefficients, and $C^THC=\epsilon$, the diagonal matrix of occupied eigenvalues. Then $PHP=4C\epsilon C^T$, whereas $W=2C\epsilon C^T$, so

$$W=\tfrac12PHP.$$

The factor one half belongs to double occupation.

For a functional with energy density $e(n,\nabla n)$, second derivatives of the density can be avoided. Before integration by parts, $\delta E_{xc}=\int[e_n\,\delta n+e_{\nabla n}\cdot\nabla\delta n]\,d^3r$, where subscripts denote partial derivatives of $e$. The exchange-correlation part of the first matrix element in (5) is therefore

$$\int\left[e_n\,\partial\chi_m\,\chi_n+e_{\nabla n}\cdot\nabla(\partial\chi_m\,\chi_n)\right]d^3r.$$

On a quadrature grid with points $\mathbf r_g$ and weights $w_g$, the computed energy is $\sum_g w_g\,e(\mathbf r_g)$. If the grid moves with the atoms, its derivative also contains $\sum_g[(\partial w_g)e+w_g\nabla e\cdot\partial\mathbf r_g]$, which (5) omits. In the methane comparisons the grid was held fixed during the displacements, so these terms were absent and the finite differences tested (5) itself.

## When the Pulay force vanishes

Insert the definitions of $P$ and $W$ in (5) and carry out the sum over $n$:

$$F^{Pulay}=-2\sum_i f_i\sum_m c_{mi}\langle\partial\chi_m|(H-\epsilon_i)\psi_i\rangle. \tag{6}$$

The residual $(H-\epsilon_i)\psi_i$ measures how far the orbital is from solving the equation between functions. The finite-basis equations make it orthogonal to every basis function. A function whose derivative $\partial\chi_m$ lies in the span of the basis therefore contributes nothing, even if the basis is far from complete.

Write $\eta_i=\sum_mc_{mi}\partial\chi_m$, and let $\eta_i^\perp$ be its part outside the span. The Schwarz inequality gives

$$|F^{Pulay}|\le2\sum_i f_i\,\|\eta_i^\perp\|\,\|(H-\epsilon_i)\psi_i\|.$$

It is sufficient for the Pulay force to vanish that the residuals tend to zero while the $\eta_i^\perp$ stay bounded. The condition concerns only the occupied orbitals: a basis that represents them and the action of $H$ on them well enough need not be complete for other functions.

**Derivative functions on hydrogen.** A contracted s function is $\sum_k d_kN_s(\alpha_k)e^{-\alpha_kr^2}$. Its $z$ derivative is $-2z\sum_k\alpha_kd_kN_s(\alpha_k)e^{-\alpha_kr^2}$, a p function. The normalization factors scale as $N_s\propto\alpha^{3/4}$ and $N_p\propto\alpha^{5/4}$. In terms of normalized p primitives, the contraction coefficients are thus proportional to $\alpha_kd_k\,\alpha_k^{3/4}/\alpha_k^{5/4}=\alpha_k^{1/2}d_k$.

Adding these p functions to every hydrogen enlarges the methane basis from 17 to 41 functions. The s functions of the stretched hydrogen then contribute about $5\times10^{-11}$ hartree/bohr to its Pulay force, which is numerical noise. A Pulay force of $-0.0007$ hartree/bohr remains, 1.4% of the total. It comes from the added p functions, whose own derivatives leave the span: their d components give $-0.0006$ hartree/bohr, and the spherical component of the derivative of $p_z$, which differs from the s functions in the basis, gives $-0.0001$.

The electrostatic force moves from $-0.0210$ to $-0.0531$ hartree/bohr, while the total changes by less than $10^{-4}$. Symmetry shows what the small basis lacks. The product of two s functions on one hydrogen is spherical and exerts no field on the nucleus at its centre; the product of an s and a p function does. In 6-31G, the hydrogen's own functions cannot supply this local polarization. In the enlarged basis the s–p products on the stretched hydrogen contribute $-0.0424$ hartree/bohr to the electrostatic force, and the remaining terms change by $+0.0103$.

**A basis enlarged systematically.** In the one-dimensional model, let the basis consist of the first $N$ oscillator functions $\phi_0,\dots,\phi_{N-1}$, all centred on the moving nucleus. They satisfy

$$\phi_n'=\sqrt{n/2}\,\phi_{n-1}-\sqrt{(n+1)/2}\,\phi_{n+1},\qquad\partial\phi_n=-\phi_n'.$$

The derivative of the highest function alone leaves the span, with the component $\sqrt{N/2}\,\phi_N$. Since $\phi_N$ is orthogonal to $\psi_i$, the $\epsilon_i$ term drops out and (6) reduces to

$$F^{Pulay}=-2\sqrt{N/2}\sum_i f_i\,c_{N-1,i}\langle\phi_N|H|\psi_i\rangle.$$

This is a product of the last coefficient retained and the coupling to the first function omitted, and both become small as the expansion converges. For $a=0.3$, $b=0.02$ the forces in hartree/bohr are:

| $N$ | electrostatic | Pulay | finite difference |
|---|---|---|---|
| 6 | $-0.4079$ | $1.4\times10^{-1}$ | $-0.2635$ |
| 12 | $-0.3624$ | $2.5\times10^{-3}$ | $-0.3599$ |
| 24 | $-0.3633$ | $1.3\times10^{-5}$ | $-0.3633$ |
| 48 | $-0.3633$ | $6\times10^{-9}$ | $-0.3633$ |

The first row also shows what the Pulay force does not do. At $N=6$ the electrostatic force differs from the value at $N=48$ by 0.045 hartree/bohr, and the total force by 0.100. The correction makes the force minus the slope of the energy computed in that basis, as geometry optimization and energy conservation in dynamics require. It does not remove the basis error of that energy, and in this model the uncorrected force lies closer to the limit at $N=6$, 12 and 24, whereas in 6-31G methane it is the uncorrected force that moves strongly when the basis is enlarged.

## Reading the forces in methane

Translating all nuclei together with their basis functions leaves the energy unchanged, so the total forces must sum to zero. On the finite fixed grid their $z$ components sum to $-1.3\times10^{-6}$ hartree/bohr, a quadrature error that falls to $5\times10^{-8}$ on a finer grid while the force on the stretched hydrogen keeps the digits shown. The electrostatic forces alone sum to $-2.3\times10^{-4}$ hartree/bohr.

That second sum is small although the electrostatic force on the stretched hydrogen is wrong by 0.0327 hartree/bohr. The Pulay forces are $-0.0327$ on this hydrogen, $-0.0038$ on carbon and, by subtraction, $+0.0367$ on the other three hydrogens together. They nearly cancel. A small net electrostatic force is therefore no evidence that the individual forces are right. Comparison with the slope of the energy tests each force separately, but only for consistency with the energy of the chosen functional and basis.

Halving the whole exchange-correlation functional gives a deliberately poor model. In 6-31G the electrostatic force on the stretched hydrogen is then $+0.0452$ and the total force $+0.0203$ hartree/bohr, again in agreement with finite differences. The force has changed sign and now points away from carbon. The sum of (2) and (5) still equals minus the slope of the wrong energy. Likewise, the LDA force of $-0.0537$ hartree/bohr carries the errors of the functional and of the small basis, and the agreement with finite differences says nothing about their size. The numerical output lists the forces to more digits.

## Computed values

```
All forces in hartree/bohr unless stated; + is along +z or +x
1D model: Z_A=4, Z_B=2, separation=2.0 bohr, softening 1 bohr, 4 electrons
1D xc parameters: local=0.3, gradient=0.02 (atomic units)
1D moving basis: size, electrostatic, Pulay, finite difference
   6  -0.407863  1.443e-01  -0.263526
  12  -0.362431  2.539e-03  -0.359893
  24  -0.363318  1.322e-05  -0.363305
  48  -0.363324  5.658e-09  -0.363325
1D fixed basis of 10: functional, electrostatic, finite difference
  Hartree only: -0.549113  -0.549113
  local + gradient: -0.369481  -0.369481
  wrong-sign local: -0.599438  -0.599438
1D mismatched energy and orbitals: electrostatic -0.549113, finite difference -0.388916
CH4 bonds: three of 2.05 bohr, one of 2.30 bohr
Displacement for finite differences: 0.001 bohr
CH4 LDA/6-31G basis functions: 17
CH4 LDA/6-31G energy: -40.082920 hartree
Library solver energy: -40.082920 hartree
Stretched H, LDA/6-31G:
  electrostatic force: -0.021000
  electrostatic force by quadrature: -0.020999
  Pulay, H part: -0.145074
  Pulay, W part: 0.112345
  Pulay, sum: -0.032730
  total force: -0.053729
  finite-difference force: -0.053729
  total force: -2.7629 eV/angstrom
  electrostatic force: -1.0798 eV/angstrom
  Tr(H dP/dz): -0.112345
Carbon: electrostatic 0.061596, Pulay -0.003769
Carbon: total 0.057827, finite difference 0.057827
Sum over atoms: electrostatic -0.000227, total -1.34e-06
Stretched H, halved xc functional, 6-31G:
  electrostatic 0.045217, total 0.020320, finite difference 0.020320
Stretched H, LDA, derivative p added (41 functions):
  electrostatic -0.053072, Pulay -0.000735
  total -0.053807, finite difference -0.053807
  Pulay part from the s functions: 5.5e-11
```
